# Electric fields on a ring: the position problem and Resta's operator: test program

```python
# RESULT UNDER TEST: on a ring, a cut-off linear potential (sawtooth) gives a
# cut-dependent dipole and zero mean force, whereas X = (L/2 pi) Im ln <U>,
# U = exp(2 pi i sum_j x_j / L), follows the true current and, placed in an
# energy functional, gives the correct response of an insulator to a field F.
# Atomic units: hbar = m = e = 1, electron charge -1, field energy +F*x.
# a: lattice constant; N: number of cells = number of spinless electrons (odd);
# L = N*a: ring length; G = 2 pi/a; z = <U>; centre = (a/2 pi) arg z.
# Crystal: V(x) = -V1 cos(G x) - V2 cos(2 G x - phi), optionally slid by s.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

a, V1, V2 = 6.0, 0.3, 0.2
G = 2 * np.pi / a
g = np.arange(-6, 7)
ng = len(g)
PHI = np.pi / 2
F = 5e-4


def potential_matrix(dim, stride, phi, slide=0.0):
    """Plane-wave matrix of V; 'stride' basis steps make one vector G."""
    v1 = -V1 / 2 * np.exp(-1j * G * slide)
    v2 = -V2 / 2 * np.exp(-1j * (2 * G * slide + phi))
    m = v1 * np.eye(dim, k=-stride) + v2 * np.eye(dim, k=-2 * stride)
    return m + m.conj().T


def ring_hamiltonian(N, phi, slide=0.0, crystal=True):
    dim = ng * N
    m = np.arange(dim) - (dim - 1) // 2
    H = np.diag((2 * np.pi * m / (N * a)) ** 2 / 2).astype(complex)
    return H + potential_matrix(dim, N, phi, slide) if crystal else H


def occupied(H, N):
    return eigh(H, subset_by_index=[0, N - 1])[1]


def raise_momentum(psi):
    """Multiply orbitals by exp(+2 pi i x/L)."""
    out = np.zeros_like(psi)
    out[1:] = psi[:-1]
    return out


def lower_momentum(psi):
    out = np.zeros_like(psi)
    out[:-1] = psi[1:]
    return out


def overlap(psi):
    return psi.conj().T @ raise_momentum(psi)


def centre(psi):
    return a / (2 * np.pi) * np.angle(np.linalg.det(overlap(psi)))


def polarized_state(H, N, field):
    """Stationary state of <H> + field*(L/2 pi) Im ln z, continued from 0."""
    psi = occupied(H, N)
    for _ in range(80):
        S = overlap(psi)
        W = field * N * a / (4j * np.pi) * (
            raise_momentum(psi) @ np.linalg.inv(S)
            - lower_momentum(psi) @ np.linalg.inv(S.conj().T))
        Hpsi = H @ psi
        residual = Hpsi + W - psi @ (psi.conj().T @ Hpsi)
        if np.linalg.norm(residual) < 1e-9:
            return psi
        T = H + W @ psi.conj().T + psi @ W.conj().T
        psi = occupied((T + T.conj().T) / 2, N)
    raise AssertionError("finite-field iteration did not converge")


def functional_energy(H, N, psi, field):
    return np.trace(psi.conj().T @ H @ psi).real + field * N * centre(psi)


def block_hamiltonian(k, phi, A=0.0):
    p = k[:, None] + G * g + A
    H = np.repeat(potential_matrix(ng, 1, phi)[None], len(k), axis=0)
    i = np.arange(ng)
    H[:, i, i] += p ** 2 / 2
    return H


# ---- 1. free electron on a ring with a sawtooth: real-space grid ----
L_free, F_free, M = 20.0, 0.05, 800
h = L_free / M
x = -L_free / 2 + (np.arange(M) + 0.5) * h
Hs = np.diag(1 / h ** 2 + F_free * x)
off = -0.5 / h ** 2
Hs += off * (np.eye(M, k=1) + np.eye(M, k=-1))
Hs[0, -1] = Hs[-1, 0] = off
states = eigh(Hs, subset_by_index=[0, 5])[1]
cut_density = ((states[0] + states[-1]) / 2) ** 2 / h * L_free
peak_density = np.max(states[:, 0] ** 2) / h * L_free
assert np.max(np.abs(cut_density - 1)) < 2e-3  # grid error of order h^2
assert peak_density > 2

# ---- 2. crystal ground state: the sawtooth dipole depends on the cut ----
Nt = 15
Lt = Nt * a
k_ring = 2 * np.pi / Lt * (np.arange(Nt) - (Nt - 1) // 2)
nodes, weights = np.polynomial.legendre.leggauss(40)


def density(c, points):
    wave = np.exp(1j * points[:, None, None] * (k_ring[:, None] + G * g))
    return (np.abs((wave * c).sum(-1)) ** 2).sum(-1) / Lt


def sawtooth_mean(c, x0):
    """Mean electron position with the ring cut at x0, by quadrature."""
    pts = (x0 + a * np.arange(Nt)[:, None] + a * (nodes + 1) / 2).ravel()
    return np.sum(np.tile(weights * a / 2, Nt) * pts * density(c, pts)) / Nt


ground = np.linalg.eigh(block_hamiltonian(k_ring, PHI))[1][:, :, 0]
cuts = np.array([0.0, 1.5, 3.0, 4.5])
dipoles = [-(sawtooth_mean(ground, q) - q - Lt / 2) for q in cuts]
for q in cuts:
    d = 1e-3
    slope = (sawtooth_mean(ground, q + d) - sawtooth_mean(ground, q - d)) / (2 * d)
    assert abs(slope - a * density(ground, np.array([q]))[0]) < 1e-5
fine = a * np.arange(24) / 24
cut_average = np.mean([sawtooth_mean(ground, q) - q - Lt / 2 for q in fine])
assert abs(cut_average) < 1e-8
assert max(dipoles) - min(dipoles) > 0.1

# ---- 3. Resta's operator on rings of three sizes, with and without field ----
sizes = (11, 21, 31)
z_abs, trace_abs, x_zero, x_plus, alpha_ring = {}, {}, {}, {}, {}
for N in sizes:
    H = ring_hamiltonian(N, PHI)
    psi0 = occupied(H, N)
    S0 = overlap(psi0)
    z_abs[N], trace_abs[N] = abs(np.linalg.det(S0)), abs(np.trace(S0))
    plus, minus = polarized_state(H, N, F), polarized_state(H, N, -F)
    x_zero[N], x_plus[N] = centre(psi0), centre(plus)
    alpha_ring[N] = -(centre(plus) - centre(minus)) / (2 * F)
    alpha_energy = -(functional_energy(H, N, plus, F)
                     + functional_energy(H, N, minus, -F)
                     - 2 * functional_energy(H, N, psi0, 0.0)) / (N * F ** 2)
    assert abs(alpha_energy / alpha_ring[N] - 1) < 2e-3  # order F^2 remains
    assert trace_abs[N] < 1e-9
assert z_abs[11] < z_abs[21] < z_abs[31] < 1
z_metal = abs(np.linalg.det(overlap(occupied(
    ring_hamiltonian(21, 0.0, crystal=False), 21))))
assert z_metal < 1e-10


def large_ring(values):
    """Remove the leading 1/N^2 error using the two largest rings."""
    return (31 ** 2 * values[31] - 21 ** 2 * values[21]) / (31 ** 2 - 21 ** 2)


# ---- 4. sliding the crystal through one period winds the phase once ----
slides = a * np.arange(13) / 12
zs = np.array([np.linalg.det(overlap(occupied(
    ring_hamiltonian(11, PHI, s), 11))) for s in slides])
winding = np.sum(np.angle(zs[1:] / zs[:-1])) / (2 * np.pi)
assert abs(winding - 1) < 1e-8
assert np.max(np.abs(zs - zs[0] * np.exp(2j * np.pi * slides / a))) < 1e-6

# ---- 5. polarizability by sum over states, and the band gap ----
E, vec = np.linalg.eigh(block_hamiltonian(k_ring, PHI))
p_k = k_ring[:, None] + G * g
p_cv = np.einsum('kgc,kg,kg->kc', vec[:, :, 1:].conj(), p_k, vec[:, :, 0])
alpha_sum = 2 * np.sum(np.abs(p_cv) ** 2 / (E[:, 1:] - E[:, :1]) ** 3) / Nt
bands = np.linalg.eigvalsh(block_hamiltonian(np.linspace(-G / 2, G / 2, 201), PHI))
gap = bands[:, 1].min() - bands[:, 0].max()
assert gap > 0
alpha_large = large_ring(alpha_ring)
assert abs(alpha_large / alpha_sum - 1) < 2e-3
error_ratio = (alpha_ring[21] - alpha_sum) / (alpha_ring[31] - alpha_sum)
assert abs(error_ratio - (31 / 21) ** 2) < 0.3

# ---- 6. real-time evolution: the current is the judge ----
T_ramp, steps = 300.0, 1200
flow_cuts = np.array([0.0, 3.0])
cut_wave = np.exp(1j * flow_cuts[:, None, None] * p_k) / np.sqrt(Lt)


def currents(c, p):
    """Mean velocity per electron, then the local current at each cut."""
    amp, p_amp = (cut_wave * c).sum(-1), (cut_wave * p * c).sum(-1)
    local = (amp.conj() * p_amp).real.sum(-1)
    return np.concatenate(([np.sum(p * np.abs(c) ** 2) / Nt], local))


def propagate(phi_start, phi_end, field):
    """Slow ramp. H is frozen in each step and the motion inside the step is
    exact; Simpson's rule integrates the currents within the step.
    Returns displacement per electron, flow at the cuts, first and last
    states, and the displacement from step-end velocities alone."""
    dt = T_ramp / steps
    c = np.linalg.eigh(block_hamiltonian(k_ring, phi_start))[1][:, :, 0]
    first = c.copy()
    total, ends_only = np.zeros(1 + len(flow_cuts)), 0.0
    for n in range(steps):
        s = (n + 0.5) / steps
        ramp = s - np.sin(2 * np.pi * s) / (2 * np.pi)
        area = s ** 2 / 2 + (np.cos(2 * np.pi * s) - 1) / (4 * np.pi ** 2)
        phi = phi_start + (phi_end - phi_start) * ramp
        A = -field * T_ramp * area
        w, v = np.linalg.eigh(block_hamiltonian(k_ring, phi, A))
        b = (v.conj().transpose(0, 2, 1) @ c[:, :, None])[:, :, 0]
        half = np.exp(-0.5j * w * dt)
        middle = (v @ (b * half)[:, :, None])[:, :, 0]
        last = (v @ (b * half ** 2)[:, :, None])[:, :, 0]
        p = p_k + A
        j0, j1, j2 = currents(c, p), currents(middle, p), currents(last, p)
        total += dt * (j0 + 4 * j1 + j2) / 6
        ends_only += dt * (j0[0] + j2[0]) / 2
        c = last
    return total[0], total[1:], first, c, ends_only


moved, crossed, c_start, c_end, moved_ends = propagate(0.0, PHI, 0.0)
x_symmetric = {N: centre(occupied(ring_hamiltonian(N, 0.0), N)) for N in (21, 31)}
resta_shift = large_ring(x_zero) - large_ring(x_symmetric)
assert abs(moved - resta_shift) < 5e-4  # remnant of the finite ramp time
assert abs(moved) > 0.05
saw_shift = np.array([sawtooth_mean(c_end, q) - sawtooth_mean(c_start, q)
                      for q in flow_cuts])
assert np.max(np.abs(saw_shift - (moved - a * crossed))) < 2e-4
assert np.max(np.abs(saw_shift - moved)) > 0.02

moved_field = propagate(PHI, PHI, F)[0]
functional_shift = large_ring(x_plus) - large_ring(x_zero)
assert abs(moved_field / functional_shift - 1) < 5e-3

# ---- output ----
field_SI = physical_constants['atomic unit of electric field'][0] * 1e-9
bohr_pm = physical_constants['Bohr radius'][0] * 1e12
print(f"Free ring: length {L_free:.1f} bohr, field {F_free:.3f} a.u.")
print("  L*n(cut), six lowest sawtooth states:", np.round(cut_density, 4))
print(f"  L*n at the peak of the lowest state: {peak_density:.3f}")
print(f"Crystal: a = {a:.1f} bohr, V1 = {V1:.2f}, V2 = {V2:.2f} hartree")
print(f"Band gap at phi = pi/2: {gap:.4f} hartree")
print(f"Sawtooth dipole per cell, uniform background, N = {Nt}:")
for q, d in zip(cuts, dipoles):
    print(f"  cut at {q:.1f} bohr: {d:+.4f} e bohr")
print(f"  average over 24 cuts: {abs(cut_average):.1e} e bohr (magnitude)")
print("Resta operator at phi = pi/2:")
for N in sizes:
    print(f"  N = {N}: |z| = {z_abs[N]:.4f}, |one-body sum| = {trace_abs[N]:.1e},"
          f" centre = {x_zero[N]:.5f} bohr")
print(f"  free Fermi sea, N = 21: |z| = {z_metal:.1e}")
print(f"  phase winding for a slide by one period: {winding:.6f}")
print(f"Slow change phi = 0 to pi/2 in {T_ramp:.0f} a.u. of time, N = {Nt}:")
print(f"  displacement from integrated current: {moved:.5f} bohr")
print(f"  (from step-end velocities alone:      {moved_ends:.5f} bohr)")
print(f"  change of Resta centre, large ring:   {resta_shift:.5f} bohr")
for q, d, n in zip(flow_cuts, saw_shift, crossed):
    print(f"  cut {q:.1f} bohr: sawtooth change {d:+.5f} bohr,"
          f" electrons through cut {n:+.5f}")
print(f"Field: {F:.4f} a.u. = {F * field_SI:.4f} V/nm")
print(f"  e*F*L for N = 31: {F * 31 * a:.4f} hartree")
for N in sizes:
    print(f"  polarizability, functional, N = {N}: {alpha_ring[N]:.4f} a.u.")
print(f"  polarizability, large-ring limit: {alpha_large:.4f} a.u.")
print(f"  polarizability, sum over states:  {alpha_sum:.4f} a.u.")
print(f"  error ratio N = 21 to N = 31: {error_ratio:.3f}"
      f" (1/N^2 law: {(31 / 21) ** 2:.3f})")
print(f"  displacement, functional: {functional_shift:.6f} bohr"
      f" = {functional_shift * bohr_pm:.4f} pm")
print(f"  displacement, real-time current: {moved_field:.6f} bohr")
print("verified")
```

Running it gives:

```
Free ring: length 20.0 bohr, field 0.050 a.u.
  L*n(cut), six lowest sawtooth states: [1.0002 1.0001 1.     1.     0.9999 0.9998]
  L*n at the peak of the lowest state: 5.375
Crystal: a = 6.0 bohr, V1 = 0.30, V2 = 0.20 hartree
Band gap at phi = pi/2: 0.2985 hartree
Sawtooth dipole per cell, uniform background, N = 15:
  cut at 0.0 bohr: +0.3901 e bohr
  cut at 1.5 bohr: -1.1048 e bohr
  cut at 3.0 bohr: -0.1586 e bohr
  cut at 4.5 bohr: +0.8839 e bohr
  average over 24 cuts: 3.0e-16 e bohr (magnitude)
Resta operator at phi = pi/2:
  N = 11: |z| = 0.9363, |one-body sum| = 1.0e-15, centre = 0.18109 bohr
  N = 21: |z| = 0.9661, |one-body sum| = 1.9e-15, centre = 0.18084 bohr
  N = 31: |z| = 0.9769, |one-body sum| = 8.4e-16, centre = 0.18079 bohr
  free Fermi sea, N = 21: |z| = 0.0e+00
  phase winding for a slide by one period: 1.000000
Slow change phi = 0 to pi/2 in 300 a.u. of time, N = 15:
  displacement from integrated current: 0.18075 bohr
  (from step-end velocities alone:      0.18015 bohr)
  change of Resta centre, large ring:   0.18075 bohr
  cut 0.0 bohr: sawtooth change -0.39011 bohr, electrons through cut +0.09514
  cut 3.0 bohr: sawtooth change +0.15862 bohr, electrons through cut +0.00369
Field: 0.0005 a.u. = 0.2571 V/nm
  e*F*L for N = 31: 0.0930 hartree
  polarizability, functional, N = 11: 7.4529 a.u.
  polarizability, functional, N = 21: 7.5210 a.u.
  polarizability, functional, N = 31: 7.5355 a.u.
  polarizability, large-ring limit: 7.5477 a.u.
  polarizability, sum over states:  7.5475 a.u.
  error ratio N = 21 to N = 31: 2.193 (1/N^2 law: 2.179)
  displacement, functional: -0.003776 bohr = -0.1998 pm
  displacement, real-time current: -0.003773 bohr
verified
```
